# Cat states from one-axis twisting: integer and half-integer spin: test program

```python
"""
Result under test (hbar = 1): U = exp(-i*(pi/2)*Jz^2) acting on the equatorial
spin coherent state |phi> = exp(-i phi Jz) exp(-i (pi/2) Jy) |j,j> gives
  integer j:      exp(-i pi/4) (|phi> + i |phi+pi>) / sqrt(2)
  half-integer j: exp(-i pi/8) (|phi+pi/2> + |phi-pi/2>) / sqrt(2).
j: spin length, m: eigenvalue of Jz, s: 0 (integer j) or 1/2 (half-integer j),
c_k: weight of the rotation by k quarter turns in the expansion of U,
cat axis: equatorial direction of the first component of the final state.
States and evolution are built from spin matrices and matrix exponentials.
"""
import numpy as np
from math import comb
from functools import reduce
from scipy.linalg import expm

PI = np.pi
TOL = 1e-10


def spin_matrices(two_j):
    j = two_j / 2
    m = j - np.arange(two_j + 1)
    raising = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    jx = (raising + raising.T) / 2
    jy = (raising - raising.T) / 2j
    return m, jx, jy, np.diag(m)


class Spin:
    def __init__(self, two_j):
        self.two_j, self.j = two_j, two_j / 2
        self.s = (two_j % 2) / 2
        self.m, self.jx, self.jy, self.jz = spin_matrices(two_j)
        top = np.zeros(two_j + 1, complex)
        top[0] = 1
        self.along_x = expm(-1j * PI / 2 * self.jy) @ top
        self.U = expm(-1j * PI / 2 * self.jz @ self.jz)
        self.parity = np.diag((-1.0) ** np.rint(self.m - self.s))

    def coherent(self, phi):
        return expm(-1j * phi * self.jz) @ self.along_x

    def component(self, angle):
        return np.cos(angle) * self.jx + np.sin(angle) * self.jy


def cat_parts(spin, phi, half_integer):
    """Two coherent components, their amplitudes and the cat-axis angle."""
    if half_integer:
        amp = np.exp(-1j * PI / 8) / np.sqrt(2)
        return (spin.coherent(phi + PI / 2), spin.coherent(phi - PI / 2),
                amp, amp, phi + PI / 2)
    amp = np.exp(-1j * PI / 4) / np.sqrt(2)
    return (spin.coherent(phi), spin.coherent(phi + PI),
            amp, 1j * amp, phi)


def mean(op, state):
    return np.vdot(state, op @ state).real


def fourier_weight(k, s):
    """Weight of a rotation by k quarter turns, by explicit summation."""
    x = np.arange(4) + s
    return np.sum(np.exp(-1j * PI * x**2 / 2 + 1j * PI * k * x / 2)) / 4


def husimi_formula(j, delta, half_integer):
    p = int(round(2 * j))
    if half_integer:
        return (np.cos(delta / 2 - PI / 4)**p
                + np.cos(delta / 2 + PI / 4)**p)**2 / 2
    return (np.cos(delta / 2)**(2 * p) + np.sin(delta / 2)**(2 * p)) / 2


# Gauss sum, selection rule, completed square, and the Fourier expansion
gauss = np.sum(np.exp(-1j * PI * np.arange(4)**2 / 2))
assert abs(gauss - (2 - 2j)) < TOL
for s in (0.0, 0.5):
    for k in (-1, 0, 1, 2):
        allowed = (k - int(2 * s)) % 2 == 0
        expected = np.exp(1j * PI * k**2 / 8) * gauss / 4 if allowed else 0
        assert abs(fourier_weight(k, s) - expected) < TOL
    for x in np.arange(-12, 13) + s:
        series = sum(fourier_weight(k, s) * np.exp(-1j * PI * k * x / 2)
                     for k in (-1, 0, 1, 2))
        assert abs(series - np.exp(-1j * PI * x**2 / 2)) < TOL

# Full test for every spin from 1/2 to 21/2
phi = 0.7
max_error = 0.0
for two_j in range(1, 22):
    sp = Spin(two_j)
    j, half = sp.j, two_j % 2 == 1
    start = sp.coherent(phi)
    binomial = np.array([np.sqrt(comb(two_j, int(round(j + m)))) / 2**j
                         * np.exp(-1j * m * phi) for m in sp.m])
    assert np.allclose(start, binomial, atol=TOL)
    assert np.allclose(sp.component(phi) @ start, j * start, atol=1e-9)
    assert np.allclose(sp.coherent(phi + 2 * PI), (-1)**two_j * start,
                       atol=TOL)
    for other in (-2.0, 1.9, 5.5):
        overlap = np.vdot(start, sp.coherent(other))
        assert abs(overlap - np.cos((other - phi) / 2)**two_j) < TOL

    final = sp.U @ start
    A, B, a, b, axis = cat_parts(sp, phi, half)
    error = np.linalg.norm(final - a * A - b * B)
    max_error = max(max_error, error)
    assert error < TOL and abs(np.vdot(A, B)) < TOL

    twice = sp.U @ final
    target = np.exp(-1j * PI / 4) * start if half else sp.coherent(phi + PI)
    assert np.allclose(twice, target, atol=TOL)

    Jc = sp.component(axis)
    values, vectors = np.linalg.eigh(Jc)
    probability = abs(vectors.conj().T @ final)**2
    assert abs(probability[0] - 0.5) < 1e-9
    assert abs(probability[-1] - 0.5) < 1e-9
    length = np.sqrt(sum(mean(op, final)**2 for op in (sp.jx, sp.jy, sp.jz)))
    if two_j == 1:
        assert abs(length - 0.5) < TOL
        assert abs(abs(np.vdot(start, final)) - 1) < TOL
    else:
        assert length < 1e-9
        assert abs(mean(Jc @ Jc, final) - mean(Jc, final)**2 - j**2) < 1e-8

    for beta in (0.0, 0.13, 0.8):
        R = expm(-1j * beta * Jc)
        assert abs(mean(sp.parity, R @ final) + np.sin(two_j * beta)) < 1e-9
        mixture = (mean(sp.parity, R @ A) + mean(sp.parity, R @ B)) / 2
        assert abs(mixture) < 1e-9
    for delta in (0.0, 0.4, 1.7, 3.0, 4.9):
        q = abs(np.vdot(sp.coherent(phi + delta), final))**2
        assert abs(q - husimi_formula(j, delta, half)) < TOL


# Independent check in the full product space of N spins one-half
def product_state(n_spins, angle):
    single = np.array([np.exp(-1j * angle / 2), np.exp(1j * angle / 2)])
    return reduce(np.kron, [single / np.sqrt(2)] * n_spins)


for n_spins in range(2, 8):
    total_m = np.array([n_spins / 2 - bin(i).count("1")
                        for i in range(2**n_spins)])
    evolved = np.exp(-1j * PI / 2 * total_m**2) * product_state(n_spins, phi)
    if n_spins % 2:
        ghz = np.exp(-1j * PI / 8) * (product_state(n_spins, phi + PI / 2)
                                     + product_state(n_spins, phi - PI / 2))
    else:
        ghz = np.exp(-1j * PI / 4) * (product_state(n_spins, phi)
                                     + 1j * product_state(n_spins, phi + PI))
    assert np.allclose(evolved, ghz / np.sqrt(2), atol=TOL)


# Worked example
def clean(x, digits=6):
    return round(float(x), digits) + 0.0


def show(z):
    return f"{clean(z.real):+.6f} {clean(z.imag):+.6f} i"


print("All quantities dimensionless (hbar = 1) unless marked")
print(f"chi*t = {PI / 2:.6f} rad")
print(f"Gauss sum G = {show(gauss)}")
for s, name in ((0.0, "integer j"), (0.5, "half-integer j")):
    for k in (-1, 0, 1, 2):
        print(f"c_k, {name}, k = {k:+d}: {show(fourier_weight(k, s))}")
print(f"largest state error, j = 1/2 to 21/2, below 1e-10: {max_error < TOL}")

for two_j in (20, 21):
    sp = Spin(two_j)
    half = two_j % 2 == 1
    final = sp.U @ sp.coherent(0.0)
    A, B, a, b, axis = cat_parts(sp, 0.0, half)
    C, D, c, d, _ = cat_parts(sp, 0.0, not half)
    Jc = sp.component(axis)
    print(f"--- j = {sp.j:.1f}, N = {two_j} spins, initial phi = 0 deg")
    print(f"cat axis angle = {np.degrees(axis):.1f} deg")
    for degrees in (0, 90, 180, 270):
        q = abs(np.vdot(sp.coherent(np.radians(degrees)), final))**2
        text = f"{q:.3e}" if q > 1e-14 else "0 (below 1e-14)"
        print(f"Q at {degrees} deg = {text}")
    right = abs(np.vdot(a * A + b * B, final))**2
    wrong = abs(np.vdot(c * C + d * D, final))**2
    print(f"fidelity with correct cat = {right:.6f}")
    print(f"fidelity with cat of other parity class = {wrong:.3e}")
    length = np.sqrt(sum(mean(op, final)**2 for op in (sp.jx, sp.jy, sp.jz)))
    print(f"mean spin length = {clean(length):.6f} hbar")
    variance = mean(Jc @ Jc, final) - mean(Jc, final)**2
    print(f"variance along cat axis = {variance:.4f} hbar^2")
    start = sp.coherent(0.0)
    var_start = mean(sp.jy @ sp.jy, start) - mean(sp.jy, start)**2
    print(f"initial variance of Jy = {var_start:.4f} hbar^2")
    beta = PI / (4 * sp.j)
    R = expm(-1j * beta * Jc)
    mixed = (mean(sp.parity, R @ A) + mean(sp.parity, R @ B)) / 2
    print(f"fringe angle beta = {np.degrees(beta):.4f} deg")
    print(f"parity signal, cat = {clean(mean(sp.parity, R @ final)):.6f}")
    print(f"parity signal, mixture = {clean(mixed):.6f}")

print("PASS")
```

Output:

```
All quantities dimensionless (hbar = 1) unless marked
chi*t = 1.570796 rad
Gauss sum G = +2.000000 -2.000000 i
c_k, integer j, k = -1: +0.000000 +0.000000 i
c_k, integer j, k = +0: +0.500000 -0.500000 i
c_k, integer j, k = +1: +0.000000 +0.000000 i
c_k, integer j, k = +2: +0.500000 +0.500000 i
c_k, half-integer j, k = -1: +0.653281 -0.270598 i
c_k, half-integer j, k = +0: +0.000000 +0.000000 i
c_k, half-integer j, k = +1: +0.653281 -0.270598 i
c_k, half-integer j, k = +2: +0.000000 +0.000000 i
largest state error, j = 1/2 to 21/2, below 1e-10: True
--- j = 10.0, N = 20 spins, initial phi = 0 deg
cat axis angle = 0.0 deg
Q at 0 deg = 5.000e-01
Q at 90 deg = 9.537e-07
Q at 180 deg = 5.000e-01
Q at 270 deg = 9.537e-07
fidelity with correct cat = 1.000000
fidelity with cat of other parity class = 1.907e-06
mean spin length = 0.000000 hbar
variance along cat axis = 100.0000 hbar^2
initial variance of Jy = 5.0000 hbar^2
fringe angle beta = 4.5000 deg
parity signal, cat = -1.000000
parity signal, mixture = 0.000000
--- j = 10.5, N = 21 spins, initial phi = 0 deg
cat axis angle = 90.0 deg
Q at 0 deg = 9.537e-07
Q at 90 deg = 5.000e-01
Q at 180 deg = 0 (below 1e-14)
Q at 270 deg = 5.000e-01
fidelity with correct cat = 1.000000
fidelity with cat of other parity class = 4.768e-07
mean spin length = 0.000000 hbar
variance along cat axis = 110.2500 hbar^2
initial variance of Jy = 5.2500 hbar^2
fringe angle beta = 4.2857 deg
parity signal, cat = -1.000000
parity signal, mixture = 0.000000
PASS
```
